# Building the graphene vacancy zero mode by matching edge solutions: a numerical check

```python
"""
Zero mode of a single vacancy (missing A site) in nearest-neighbour graphene.
Result under test, on the B sublattice, vacancy at the origin, lengths in a:
  b(x,y) = (c/pi) Re{ exp(-iKx) [1/w - conj(w)/(sqrt(3) w^3)] } + O(1/r^3),
  w = y - i x,  K = 4 pi/3,  c = sum of b over the three vacancy neighbours,
  sum of b^2 inside radius R = 2 c^2/(sqrt(3) pi) ln R + constant.
Exact amplitudes come from matching edge solutions of two half-planes:
  zigzag edge above (2|cos(k/2)| < 1), bearded edge below (2|cos(k/2)| > 1).
Site labels: A(m,n) touches B(m,n), B(m+1,n), B(m,n+1).  B(m,n) sits at
  x = m + N/2,  y = sqrt(3) N/2 + 1/sqrt(3),  with N = n - 1.
All amplitudes are given for c = 1.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve, eigsh
from scipy.constants import k as k_boltzmann, e as e_charge

SQ3 = np.sqrt(3.0)
K_DIRAC = 4 * np.pi / 3
SLOPE = 2 / (SQ3 * np.pi)

# ---------- edge windows from diagonalized half-plane chains ----------


def lowest_edge_level(first_hop, second_hop, cells=60):
    hops = np.empty(2 * cells - 1)
    hops[0::2] = first_hop
    hops[1::2] = second_hop
    chain = np.diag(hops, 1) + np.diag(hops, -1)
    return np.min(np.abs(np.linalg.eigvalsh(chain)))


k_grid = (np.arange(30) + 0.5) * 2 * np.pi / 30
zigzag_has_mode, bearded_has_mode = [], []
for k in k_grid:
    h = abs(1 + np.exp(1j * k))
    zigzag_has_mode.append(lowest_edge_level(h, 1.0) < 0.02)
    bearded_has_mode.append(lowest_edge_level(1.0, h) < 0.02)
zigzag_has_mode = np.array(zigzag_has_mode)
bearded_has_mode = np.array(bearded_has_mode)
inside = (k_grid > 2 * np.pi / 3) & (k_grid < 4 * np.pi / 3)
assert np.array_equal(zigzag_has_mode, inside)
assert np.array_equal(bearded_has_mode, ~inside)

# ---------- exact amplitudes from the matched edge solutions ----------
gauss_x, gauss_w = np.polynomial.legendre.leggauss(500)


def matched_amplitude(x, N):
    """Amplitudes at positions x (array) in the row with index N = n - 1."""
    if N >= 0:
        centre, half, sign = np.pi, np.pi / 3, 1.0
    else:
        centre, half, sign = 0.0, 2 * np.pi / 3, -1.0
    k = centre + half * gauss_x
    weight = half * gauss_w * (-2 * np.cos(k / 2)) ** N / (2 * np.pi)
    return sign * np.cos(np.outer(np.atleast_1d(x), k)) @ weight


def b_site(m, n):
    return matched_amplitude(m + (n - 1) / 2, n - 1)[0]


worst_equation = 0.0
for m in range(-5, 6):
    for n in range(-5, 6):
        total = b_site(m, n) + b_site(m + 1, n) + b_site(m, n + 1)
        target = 1.0 if (m == 0 and n == 0) else 0.0
        worst_equation = max(worst_equation, abs(total - target))
assert worst_equation < 1e-11
neighbours = np.array([b_site(0, 1), b_site(0, 0), b_site(1, 0)])
assert np.allclose(neighbours, 1 / 3, atol=1e-12)

# ---------- all B sites within 100 lattice constants ----------
R_MAX = 100.0
xs, ys, bs = [], [], []
for N in range(-120, 121):
    y = SQ3 * N / 2 + 1 / SQ3
    if abs(y) >= R_MAX:
        continue
    reach = np.sqrt(R_MAX**2 - y**2)
    m = np.arange(np.ceil(-reach - N / 2), np.floor(reach - N / 2) + 1)
    if len(m) == 0:
        continue
    x = m + N / 2
    xs.append(x)
    ys.append(np.full(len(x), y))
    bs.append(matched_amplitude(x, N))
x, y, b = np.concatenate(xs), np.concatenate(ys), np.concatenate(bs)
r = np.hypot(x, y)


def asymptotic(x, y):
    w = y - 1j * x
    phase = np.exp(-1j * K_DIRAC * x)
    lead = np.real(phase / w) / np.pi
    trigonal = -np.real(phase * np.conj(w) / w**3) / (SQ3 * np.pi)
    return lead, lead + trigonal


lead, two_term = asymptotic(x, y)


def shell_max(error, lo, hi):
    pick = (r > lo) & (r < hi)
    return np.max(error[pick])


lead_near = shell_max(np.abs(b - lead) * r**2, 20, 22)
lead_far = shell_max(np.abs(b - lead) * r**2, 80, 88)
two_near = shell_max(np.abs(b - two_term) * r**3, 20, 22)
two_far = shell_max(np.abs(b - two_term) * r**3, 80, 88)
assert 0.8 < lead_far / lead_near < 1.25
assert 0.7 < two_far / two_near < 1.4

# ---------- density average and intervalley interference ----------
ring = (r > 40) & (r < 90)
scaled_density = 2 * np.pi**2 * (r * b)[ring] ** 2
theta = np.arctan2(x, y)[ring]
pattern = 2 * np.cos(2 * (K_DIRAC * x[ring] - theta))
mean_density = np.mean(scaled_density)
interference = np.mean(scaled_density * pattern)
assert abs(mean_density - 1) < 0.01
assert abs(interference - 1) < 0.02   # would be 0 for incoherent valleys

# ---------- logarithmic norm ----------
order = np.argsort(r)
r_sorted, cumulative = r[order], np.cumsum(b[order] ** 2)


def disc_norm(radius):
    return cumulative[np.searchsorted(r_sorted, radius, side="right") - 1]


slope_disc = (disc_norm(99.5) - disc_norm(25)) / np.log(99.5 / 25)
assert abs(slope_disc / SLOPE - 1) < 0.01
radii = np.linspace(50, 99.5, 200)
norm_constant = np.mean([disc_norm(q) - SLOPE * np.log(q) for q in radii])

# ---------- periodic arrays of vacancies, solved on the lattice ----------


def shift_matrix(L, dm, dn):
    m, n = np.meshgrid(np.arange(L), np.arange(L), indexing="ij")
    row = (m * L + n).ravel()
    col = (((m + dm) % L) * L + (n + dn) % L).ravel()
    return sp.csr_matrix((np.ones(L * L), (row, col)), shape=(L * L, L * L))


def neighbour_sum(L):
    return (shift_matrix(L, 0, 0) + shift_matrix(L, 1, 0)
            + shift_matrix(L, 0, 1)).tocsr()


def torus_mode(L):
    source = np.zeros(L * L)
    source[0] = 1.0
    return spsolve(neighbour_sum(L).tocsc(), source)


sizes = [20, 22, 44, 110, 112]
modes = {L: torus_mode(L) for L in sizes}
norms = {L: np.sum(modes[L] ** 2) for L in sizes}

# Trigonal warping adds a 1/L term to the norm whose sign depends on L mod 3.
# Averaging over the sizes 3j-1 and 3j+1 removes it from the slope.
slope_single = (norms[110] - norms[20]) / np.log(110 / 20)
pair_norm_small = (norms[20] + norms[22]) / 2
pair_norm_large = (norms[110] + norms[112]) / 2
pair_log = (np.log(110 / 20) + np.log(112 / 22)) / 2
slope_torus = (pair_norm_large - pair_norm_small) / pair_log
assert abs(slope_torus / SLOPE - 1) < 0.02


def odd_coefficient(lower, upper):
    """Coefficient of the sign-changing 1/L term from one pair of sizes."""
    odd_part = norms[lower] - norms[upper] + SLOPE * np.log(upper / lower)
    return odd_part / (1 / lower + 1 / upper)


odd_small, odd_large = odd_coefficient(20, 22), odd_coefficient(110, 112)
assert abs(odd_small / odd_large - 1) < 0.1

big = modes[110].reshape(110, 110)
torus_difference = max(abs(big[m % 110, n % 110] - b_site(m, n))
                       for m in range(-3, 4) for n in range(-3, 4))
assert torus_difference < 1e-4

# dense Hamiltonian with the vacancy: number and sublattice of zero modes
hop20 = neighbour_sum(20).toarray()[1:]
n_a = hop20.shape[0]
dense = np.zeros((n_a + 400, n_a + 400))
dense[:n_a, n_a:] = -hop20
dense[n_a:, :n_a] = -hop20.T
levels, vectors = np.linalg.eigh(dense)
zero_index = np.where(np.abs(levels) < 1e-9)[0]
assert len(zero_index) == 1
zero_vector = vectors[:, zero_index[0]]
weight_on_A = np.sum(zero_vector[:n_a] ** 2)
assert weight_on_A < 1e-16
dense_b = zero_vector[n_a:].reshape(20, 20)
dense_b = dense_b / (dense_b[0, 0] + dense_b[1, 0] + dense_b[0, 1])
dense_difference = max(abs(dense_b[m % 20, n % 20] - b_site(m, n))
                       for m in range(-1, 3) for n in range(-1, 3))
assert dense_difference < 0.01   # images of the vacancy 20 cells away

# ---------- worked example: graphene, rough typical parameters ----------
a_nm, t_eV = 0.246, 2.7
t2_eV, bond_hop_eV, U_eV, temperature = 0.1, 0.5, 4.0, 300.0
L = 44
mode, norm = modes[L], norms[L]
cell_nm2 = SQ3 / 2 * a_nm**2
density_cm2 = 1e14 / (L * L * cell_nm2)
hbar_v = SQ3 / 2 * a_nm * t_eV
kT = k_boltzmann * temperature / e_charge
thermal_nm = hbar_v / kT
assert thermal_nm / a_nm < R_MAX

second = sum(shift_matrix(L, dm, dn) for dm, dn in
             [(1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)]).tocsr()
shift_direct = t2_eV * (mode @ (second @ mode) + 3 * norm) / norm
shift_formula = t2_eV / norm
assert abs(shift_direct / shift_formula - 1) < 1e-8

hop = -t_eV * neighbour_sum(L)[1:]
H_plain = sp.bmat([[None, hop], [hop.T, None]], format="csc")
start = np.random.default_rng(1).normal(size=H_plain.shape[0])
near_zero = eigsh(H_plain, k=8, sigma=0.01, v0=start,
                  return_eigenvectors=False)
near_zero = np.sort(np.abs(near_zero))
assert near_zero[0] < 1e-8
next_level = near_zero[1]
assert next_level > 0.01

block_B = (t2_eV * (second + 3 * sp.identity(L * L))).tocsr()
block_A = block_B[1:, 1:]
H_second = sp.bmat([[block_A, hop], [hop.T, block_B]], format="csc")
energies, states = eigsh(H_second, k=8, sigma=1.01 * shift_formula, v0=start)
overlaps = (mode @ states[L * L - 1:]) ** 2 / norm
best = np.argmax(overlaps)
shift_full, overlap_full = energies[best], overlaps[best]
assert overlap_full > 0.5
assert abs(shift_full / shift_formula - 1) < 0.1

near_share = (mode[0] ** 2 + mode[L] ** 2 + mode[1] ** 2) / norm
bond_shift = 2 * bond_hop_eV * mode[0] * mode[L] / norm
exchange = U_eV * np.sum(mode**4) / norm**2

# ---------- printed numbers ----------
print(f"zigzag window, share of k grid: {np.mean(zigzag_has_mode):.4f}")
print(f"bearded window, share of k grid: {np.mean(bearded_has_mode):.4f}")
print(f"worst lattice-equation error (c=1): {worst_equation:.1e}")
print(f"amplitude on each vacancy neighbour (c=1): {neighbours[0]:.6f}")
print(f"r^2 x leading-term error, r=20-22 a: {lead_near:.4f} a^2")
print(f"r^2 x leading-term error, r=80-88 a: {lead_far:.4f} a^2")
print(f"r^3 x two-term error, r=20-22 a: {two_near:.4f} a^3")
print(f"r^3 x two-term error, r=80-88 a: {two_far:.4f} a^3")
print(f"mean of 2 pi^2 r^2 b^2, r=40-90 a: {mean_density:.4f}")
print(f"interference average (0 if incoherent): {interference:.4f}")
print(f"log slope of norm, formula: {SLOPE:.5f}")
print(f"log slope of norm, disc sums: {slope_disc:.5f}")
print(f"log slope of norm, paired arrays: {slope_torus:.5f}")
print(f"log slope of norm, L=20 and 110 only: {slope_single:.5f}")
print(f"1/L coefficient from L=20,22: {odd_small:.4f}")
print(f"1/L coefficient from L=110,112: {odd_large:.4f}")
print(f"constant in disc norm (R in a): {norm_constant:.4f}")
for size in sizes:
    print(f"norm of array mode, L={size}: {norms[size]:.5f}")
print(f"array L=110 minus isolated, near core: {torus_difference:.1e}")
print(f"dense L=20: zero modes {len(zero_index)}, A weight {weight_on_A:.0e}")
print(f"dense L=20 minus isolated, near core: {dense_difference:.1e}")
print(f"lattice constant: {a_nm} nm; hopping t: {t_eV} eV")
print(f"hbar v: {hbar_v:.4f} eV nm")
print(f"array spacing: {L * a_nm:.2f} nm")
print(f"vacancy density: {density_cm2:.3e} cm^-2")
row_N = 12
row_y = SQ3 * row_N / 2 + 1 / SQ3
print(f"sample row height y: {row_y * a_nm:.4f} nm")
for X in (0.0, 1.0, 2.0):
    full = matched_amplitude(X, row_N)[0]
    one, two = asymptotic(X, row_y)
    print(f"x={X * a_nm:.3f} nm: b={full:.6f} lead={one:.6f} two={two:.6f}")
print(f"trigonal correction d/r at x=0: {1 / (SQ3 * row_y):.4f}")
print(f"share of norm on 3 neighbours, L=44: {near_share:.4f}")
print(f"next level, L=44: {next_level:.4f} eV")
print(f"second-neighbour hopping t2: {t2_eV} eV")
print(f"t2 shift, first order: {shift_formula:.5f} eV")
print(f"t2 shift, full diagonalization: {shift_full:.5f} eV")
print(f"squared overlap with zero mode: {overlap_full:.4f}")
print(f"hopping across reconstructed bond: {bond_hop_eV} eV")
print(f"first-order shift from that bond: {bond_shift:.4f} eV")
print(f"on-site repulsion U: {U_eV} eV")
print(f"mean-field spin splitting: {exchange:.4f} eV")
print(f"kT at {temperature:.0f} K: {kT:.5f} eV")
print(f"length hbar v/kT: {thermal_nm:.2f} nm")
print(f"disc norm to that length: {disc_norm(thermal_nm / a_nm):.4f}")
share_1nm = disc_norm(1 / a_nm) / disc_norm(thermal_nm / a_nm)
print(f"share of that norm within 1 nm: {share_1nm:.4f}")
print("all good")
```

Printed output:

```
zigzag window, share of k grid: 0.3333
bearded window, share of k grid: 0.6667
worst lattice-equation error (c=1): 2.4e-14
amplitude on each vacancy neighbour (c=1): 0.333333
r^2 x leading-term error, r=20-22 a: 0.2029 a^2
r^2 x leading-term error, r=80-88 a: 0.1879 a^2
r^3 x two-term error, r=20-22 a: 0.3864 a^3
r^3 x two-term error, r=80-88 a: 0.3320 a^3
mean of 2 pi^2 r^2 b^2, r=40-90 a: 1.0014
interference average (0 if incoherent): 1.0008
log slope of norm, formula: 0.36755
log slope of norm, disc sums: 0.36791
log slope of norm, paired arrays: 0.36637
log slope of norm, L=20 and 110 only: 0.35684
1/L coefficient from L=20,22: 0.4207
1/L coefficient from L=110,112: 0.4191
constant in disc norm (R in a): 0.4140
norm of array mode, L=20: 1.32810
norm of array mode, L=22: 1.32297
norm of array mode, L=44: 1.60555
norm of array mode, L=110: 1.93641
norm of array mode, L=112: 1.93548
array L=110 minus isolated, near core: 3.5e-05
dense L=20: zero modes 1, A weight 1e-30
dense L=20 minus isolated, near core: 2.1e-03
lattice constant: 0.246 nm; hopping t: 2.7 eV
hbar v: 0.5752 eV nm
array spacing: 10.82 nm
vacancy density: 9.856e+11 cm^-2
sample row height y: 2.6985 nm
x=0.000 nm: b=0.027679 lead=0.029017 two=0.027490
x=0.246 nm: b=-0.015656 lead=-0.016661 two=-0.015487
x=0.492 nm: b=-0.009785 lead=-0.009608 two=-0.009898
trigonal correction d/r at x=0: 0.0526
share of norm on 3 neighbours, L=44: 0.2076
next level, L=44: 0.2195 eV
second-neighbour hopping t2: 0.1 eV
t2 shift, first order: 0.06228 eV
t2 shift, full diagonalization: 0.06088 eV
squared overlap with zero mode: 0.9725
hopping across reconstructed bond: 0.5 eV
first-order shift from that bond: 0.0692 eV
on-site repulsion U: 4.0 eV
mean-field spin splitting: 0.0929 eV
kT at 300 K: 0.02585 eV
length hbar v/kT: 22.25 nm
disc norm to that length: 2.0696
share of that norm within 1 nm: 0.4583
all good
```
